\section*{Vacancy capture by a dislocation that absorbs only at jogs}

Consider a straight dislocation along the $z$ axis, with $\rho$ the distance from the axis and $r$ the distance from a chosen jog. The vacancy concentration $c$ (number per volume) obeys steady, isotropic diffusion with coefficient $D$, without drift. It equals $c_R$ on the coaxial cylinder $\rho=R$. Vacancies are absorbed only at jogs, modelled as spheres of radius $a$ centred at $z=n\lambda$ with $n$ an integer, and each jog keeps the local equilibrium value $c=c_e$ on its surface. Between jogs the core neither absorbs vacancies nor conducts them better than the lattice; this is the meaning of ``no pipe diffusion''. Let $J$ be the number of vacancies absorbed per unit length of line and unit time. The dimensionless capture resistance $W$ is defined by
\begin{equation}
J=\frac{2\pi D\,(c_R-c_e)}{W}. \label{def}
\end{equation}

The reference case is a core that absorbs along its whole length at $\rho=a$. The same number of vacancies then crosses every coaxial cylinder, so
\begin{equation}
2\pi\rho D\frac{dc}{d\rho}=J
\quad\Longrightarrow\quad
c_R-c_e=\frac{J}{2\pi D}\ln\frac{R}{a},
\qquad W_{\rm line}=\ln\frac{R}{a}. \label{line}
\end{equation}
For jogs with $a\ll\lambda$ and $R\gtrsim\lambda$ the result derived below is
\begin{equation}
W=\frac{\lambda}{2a}+\ln\frac{R}{\rho_\lambda},
\qquad \rho_\lambda=2e^{-\gamma}\lambda\simeq1.123\,\lambda, \label{main}
\end{equation}
where $\gamma$ is Euler's constant. The term $\lambda/(2a)$ is thus added to a logarithm, but to that of a line with capture radius $\rho_\lambda$, not $a$. The statement that jogs add $\lambda/(2a)$ to $\ln(R/a)$ holds only to leading order in $\lambda/a$.

The new term comes from the flow close to one jog. Each jog serves a length $\lambda$ and absorbs $I=\lambda J$ vacancies per unit time. For an isolated sphere, $4\pi r^2D\,dc/dr=I$, and integration from $a$ to infinity gives
\begin{equation}
c_\infty-c_e=\frac{I}{4\pi Da}=\frac{\lambda J}{4\pi Da}
=\frac{J}{2\pi D}\,\frac{\lambda}{2a}.
\end{equation}
It remains to join this spherical flow to the cylindrical flow far from the line, which fixes the constant inside the logarithm.

Write the depletion as $c_R-c=(I/4\pi D)\,G$. Replacing each jog by a point sink of strength $I$ gives $D\nabla^2c=I\sum_n\delta(\mathbf r-n\lambda\hat{\mathbf z})$, hence
\begin{equation}
\nabla^2G=-4\pi\sum_n\delta(\mathbf r-n\lambda\hat{\mathbf z}),
\qquad G=0\ \text{at}\ \rho=R.
\end{equation}
Along the line the sinks have the Fourier series
\begin{equation}
\sum_n\delta(z-n\lambda)=\frac1\lambda\Big[1+2\sum_{m\ge1}\cos\kappa_mz\Big],
\qquad \kappa_m=\frac{2\pi m}{\lambda}. \label{comb}
\end{equation}
The uniform part $g_0$ of $G$ satisfies $2\pi\rho\,g_0'=-4\pi/\lambda$, so $g_0=(2/\lambda)\ln(R/\rho)$. The amplitude $g_m$ of $\cos\kappa_mz$ satisfies $(\nabla_\perp^2-\kappa_m^2)g_m=-(8\pi/\lambda)\delta^2(\boldsymbol\rho)$. Since the modified Bessel function $K_0(\kappa\rho)$ behaves as $-\ln\rho$ near the axis, $(\nabla_\perp^2-\kappa^2)K_0(\kappa\rho)=-2\pi\delta^2(\boldsymbol\rho)$, and $g_m=(4/\lambda)K_0(\kappa_m\rho)$ apart from a regular part that enforces $g_m(R)=0$. Including that part,
\begin{equation}
G=\frac2\lambda\ln\frac R\rho+\frac4\lambda\sum_{m\ge1}
\Big[K_0(\kappa_m\rho)-\frac{K_0(\kappa_mR)}{I_0(\kappa_mR)}I_0(\kappa_m\rho)\Big]\cos\kappa_mz. \label{G}
\end{equation}
The modulation along $z$ decays as $e^{-2\pi\rho/\lambda}$: at distances beyond about $\lambda$ the row of jogs acts as a uniform line.

The $I_0$ terms are set aside for the moment. To read off the behaviour at a jog, compare (\ref{G}) with a direct sum over the sinks, made convergent by subtracting constants:
\begin{equation}
S=\frac1r+\sum_{n\ge1}\Big[\frac1{|\mathbf r-n\lambda\hat{\mathbf z}|}
+\frac1{|\mathbf r+n\lambda\hat{\mathbf z}|}-\frac2{n\lambda}\Big]. \label{S}
\end{equation}
The brackets fall as $n^{-3}$. The sum is periodic in $z$, because shifting it by $\lambda$ changes a partial sum only by end terms that vanish. Its mean over one period follows by cutting the sum at $N$ and joining the $2N+1$ integrals into one:
\begin{align}
\overline S&=\lim_{N\to\infty}\Big[\frac1\lambda\int_{-(N+1/2)\lambda}^{(N+1/2)\lambda}
\frac{dz}{\sqrt{\rho^2+z^2}}-\frac2\lambda\sum_{n=1}^N\frac1n\Big]\nonumber\\
&=\lim_{N\to\infty}\frac2\lambda\Big[\ln\frac{2N\lambda}{\rho}-\ln N-\gamma\Big]
=\frac2\lambda\Big[\ln\frac{2\lambda}\rho-\gamma\Big].
\end{align}
The integral is $2\,\mathrm{arsinh}[(N+\tfrac12)\lambda/\rho]$, which tends to $2\ln(2N\lambda/\rho)$, and the harmonic sum tends to $\ln N+\gamma$. The subtracted constants do not contribute to the amplitude of $\cos\kappa_mz$, which is
\begin{equation}
\frac2\lambda\int_{-\infty}^{\infty}\frac{\cos\kappa_mz}{\sqrt{\rho^2+z^2}}\,dz
=\frac4\lambda K_0(\kappa_m\rho).
\end{equation}
These are the amplitudes in (\ref{G}), so $G$ and $S$ differ by a constant:
\begin{equation}
G=S+\frac2\lambda\ln\frac R\rho-\frac2\lambda\Big[\ln\frac{2\lambda}\rho-\gamma\Big]
=S+\frac2\lambda\Big[\ln\frac R{2\lambda}+\gamma\Big]. \label{GS}
\end{equation}
Close to the jog at the origin, the Legendre expansion of (\ref{S}) contains only even orders, because neighbours lie symmetrically on both sides:
\begin{equation}
S=\frac1r+\frac{2\zeta(3)}{\lambda^3}r^2P_2(\cos\theta)+O(r^4/\lambda^5). \label{near}
\end{equation}
Here $\zeta(3)=\sum_{n\ge1}n^{-3}$ and $\theta$ is measured from the line. At $r=a$, where $c=c_e$, the leading terms give
\begin{align}
c_R-c_e&=\frac{\lambda J}{4\pi D}\Big\{\frac1a+\frac2\lambda\Big[\ln\frac R{2\lambda}+\gamma\Big]\Big\}\nonumber\\
&=\frac J{2\pi D}\Big\{\frac\lambda{2a}+\ln\frac{Re^\gamma}{2\lambda}\Big\},
\end{align}
which is (\ref{main}).

The small $P_2$ term in (\ref{near}) means that a point sink does not keep $c$ quite uniform on the sphere. Each jog therefore acquires an induced quadrupole, a term $qP_2/r^3$ in $G$. Cancelling the $P_2$ part at $r=a$ requires, to leading order,
\begin{equation}
\frac{2\zeta(3)a^2}{\lambda^3}+\frac q{a^3}=0
\quad\Longrightarrow\quad q=-\frac{2\zeta(3)a^5}{\lambda^3}.
\end{equation}
A quadrupole carries no net flux, and its own field averages to zero over its sphere. The field of the other quadrupoles is harmonic there, so its average is its value at the centre, $2\zeta(3)q/\lambda^3$. Nor do the quadrupoles shift the uniform field at the outer cylinder, because $P_2/r^3=\tfrac12\partial_z^2(1/r)$ integrates to zero along $z$. Multiplying by $\lambda/2$ to convert $G$ to $W$,
\begin{equation}
\delta W_{\rm shape}=-2\zeta(3)^2\Big(\frac a\lambda\Big)^5. \label{quad}
\end{equation}
The fifth power makes (\ref{main}) accurate even when the jogs are not very far apart. The $I_0$ terms set aside in (\ref{G}), evaluated at the origin where $I_0=1$, give the effect of a close outer boundary:
\begin{equation}
\delta W_R=-2\sum_{m\ge1}\frac{K_0(\kappa_mR)}{I_0(\kappa_mR)}
\simeq-2\pi e^{-4\pi R/\lambda}. \label{rim}
\end{equation}
The last form uses the large-argument ratio $K_0(x)/I_0(x)\simeq\pi e^{-2x}$. This correction is negligible for $R\ge\lambda$. If $R$ is much smaller than $\lambda$ the sum is no longer small, the uniform-line region does not exist, and (\ref{main}) fails.

A finite-element solution of the diffusion equation around finite spheres tests these formulas without using them. With $R=2\lambda$ and $\lambda/a=10$, 30 and 100 it gives $W=5.5771$, 15.5771 and 50.5770, against 5.5772, 15.5772 and 50.5772 from (\ref{main}). At $\lambda=3a$ the solution lies 0.0114 below (\ref{main}), where (\ref{quad}) predicts 0.0119. At $R=\lambda/2$ and $\lambda=10a$ it lies 0.0108 below, as the sum in (\ref{rim}) predicts; the asymptotic last form gives 0.0117 at this small $R$. These values appear in the numerical output.

The increase over a fully absorbing line, with $R$ and $a$ held fixed, is
\begin{equation}
W-W_{\rm line}=\frac\lambda{2a}-\ln\frac{\rho_\lambda}a. \label{net}
\end{equation}
The subtraction has a direct meaning. A fully absorbing line has cylindrical flow all the way from $R$ to $a$. With jogs, cylindrical flow ends at a distance of order $\lambda$, and the logarithmic resistance between there and $a$ is replaced by the resistance of spherical flow. Relative to $\lambda/(2a)$ the subtracted part is $(2a/\lambda)\ln(\rho_\lambda/a)$, which vanishes for widely spaced jogs, but slowly. For $\lambda=10a$ and $R=20a$ the line has $W_{\rm line}=3.00$ and the jogs have $W=5.58$: the increase is 2.58, about half of $\lambda/(2a)=5$.

On the side of an interdiffusion zone that the faster species leaves, the unequal atomic fluxes act as a source of vacancies throughout the volume, in place of supply from a distant surface. On the other side they remove vacancies; only the first side is treated here. Let $g$ be the generation rate per lattice site, $\Omega$ the atomic volume and $N$ the dislocation length per volume. Each line serves a cell with $\pi R^2N=1$, and no vacancies cross the cell boundary. In the steady state $J=\pi R^2g/\Omega=g/(N\Omega)$, and $D\nabla^2c=-g/\Omega$ between the jogs. The source is accounted for by adding to the earlier solution a term whose Laplacian is $-g/(\Omega D)$ and which vanishes at the rim:
\begin{equation}
c=c_R-\frac I{4\pi D}G+\frac J{2\pi D}\,\frac12\Big(1-\frac{\rho^2}{R^2}\Big).
\end{equation}
The uniform part now has $dc/d\rho=(J/2\pi D)(1/\rho-\rho/R^2)$, which vanishes at $R$ as required. Replacing the fixed value at $R$ by zero flux also changes the modulated parts, but again by exponentially small amounts. At a jog $\rho^2/R^2$ is negligible, so
\begin{equation}
c_R-c_e=\frac J{2\pi D}\Big(W-\frac12\Big).
\end{equation}
Divide by $c_e=x_e/\Omega$, with $x_e$ the equilibrium vacancy fraction, and write the self-diffusion coefficient as $D_s=Dx_e$, leaving out the correlation factor. The relative supersaturation at the rim is
\begin{equation}
\mathcal S=\frac{c_R-c_e}{c_e}=\frac{g\,(W-\frac12)}{2\pi ND_s}. \label{super}
\end{equation}
This links jog spacing to Kirkendall voids. Adding one vacancy to a void of radius $r_v$ increases its volume by $4\pi r_v^2\,dr_v=\Omega$ and its area by $8\pi r_v\,dr_v=2\Omega/r_v$. With surface energy $\sigma$, growth lowers the free energy if $k_BT\ln(1+\mathcal S)$ exceeds $2\sigma\Omega/r_v$. The critical radius is therefore
\begin{equation}
r_c=\frac{2\sigma\Omega}{k_BT\ln(1+\mathcal S)}. \label{void}
\end{equation}

For an example, take rough values for a copper-rich diffusion couple at 1273 K, where $k_BT=0.1097$ eV: $N=10^{12}\ \mathrm{m^{-2}}$, $D_s=2\times10^{-13}\ \mathrm{m^2/s}$, $\sigma=1.5\ \mathrm{J/m^2}$ and $\Omega=0.0118\ \mathrm{nm^3}$. The jogs have $a=0.25$ nm and an assumed spacing $\lambda=25$ nm. The cell radius is $R=(\pi N)^{-1/2}=564$ nm. Then
\begin{equation}
W=\frac{25}{2(0.25)}+\ln\frac{564}{1.123(25)}=50.00+3.00=53.00,
\end{equation}
against $W_{\rm line}=7.72$. The increase is 45.28, some 9\% less than $\lambda/(2a)$. At the same concentration difference the jogged line captures $7.72/53.00=0.146$ times as many vacancies as the fully absorbing one.

For a zone of width $w=10\ \mathrm{\mu m}$, a composition change of order one, and intrinsic diffusivities differing by $\Delta D=10^{-13}\ \mathrm{m^2/s}$, the generation rate is of order $\Delta D/w^2=10^{-3}\ \mathrm{s^{-1}}$ per site. The numerical factor left out depends on the composition profile and on how $w$ is defined, and it can be as large as several. The supersaturations and void radii below are therefore rough, and serve mainly to compare the different kinds of sink. The prefactor in (\ref{super}) is $10^{-3}/(2\pi\times0.2)=8.0\times10^{-4}$, so $\mathcal S=4.2\%$ with jogs only and $0.57\%$ for the fully absorbing line. The critical void radii are about 50 nm and 350 nm. The closed cell also biases this comparison. A vacancy diffuses about $[W/(2\pi N)]^{1/2}$ before capture, $2.9\ \mathrm{\mu m}$ with jogs only and $1.1\ \mathrm{\mu m}$ for the line, so part of the excess flows along the $10\ \mathrm{\mu m}$ zone toward the side that removes vacancies. For an error-function profile with $w$ its 10--90\% width, this lowers the peak supersaturation by about 44\% and 12\% respectively, and the ratio of the two falls from about 7 to about 4.6. In this model, at fixed generation rate and dislocation density, poor absorption makes much smaller voids able to grow.

Conduction along the core changes this conclusion. Let $P$ be the ratio of core to lattice vacancy transport (diffusivity times equilibrium concentration), and let the core have radius $a$. A thin-line estimate treats its excess conduction as a wire of conductance $K=\pi a^2(P-1)D$ on the axis. The wire takes $q(z)$ vacancies per unit length and time from the lattice and delivers them to the jogs. With $v=c_R-c$ at the core, the current along $+z$ is $K\,dv/dz$, and conservation reads
\begin{equation}
K\frac{d^2v}{dz^2}=q(z)-\lambda J\sum_n\delta(z-n\lambda).
\end{equation}
By (\ref{comb}), the amplitudes of $\cos\kappa_mz$ obey $-K\kappa_m^2v_m=q_m-2J$. The lattice solution for a modulated line sink gives $v_m=(q_m/2\pi D)K_0(\kappa_ma)$. Eliminating $v_m$ gives $q_m=2J/[1+(K\kappa_m^2/2\pi D)K_0(\kappa_ma)]$. With $x_m=\kappa_ma$ and $K/(2\pi D)=a^2(P-1)/2$, summing the amplitudes at $z=0$ yields
\begin{equation}
W_P\simeq\ln\frac Ra+2\sum_{m\ge1}\frac{K_0(x_m)}{1+\frac12(P-1)x_m^2K_0(x_m)}. \label{pipe}
\end{equation}
For $P=1$ this is $\lambda G/2$ at the core surface beside a jog, which returns (\ref{main}) up to terms of order $(a/\lambda)^2$, from the $P_2$ term in (\ref{near}). When $Px_m^2K_0(x_m)\gg2$ for the terms that matter, each term becomes $4/(Px_m^2)$, and $\sum m^{-2}=\pi^2/6$ gives an increase of $\lambda^2/(6Pa^2)$ over the line value. The bottleneck is then transport along the core to the next jog.

If the activation energy in the core is lower by roughly 0.7 eV and the prefactors are equal, $P=e^{0.7/0.1097}\simeq591$. The strong-pipe limit gives an increase of $10^4/(6\times591)=2.8$, and the full sum (\ref{pipe}) gives 2.4. A finite-element solution with a conducting core of finite radius gives 2.2, hence $W\simeq10$ instead of 53. The supersaturation falls to about $0.75\%$ and the critical radius rises to about 270 nm, much nearer to the values for a fully absorbing line than to those with jogs only. Even $P=10$ lowers $W$ to about 31. For hot copper with these rough inputs, the assumption of no pipe diffusion therefore fails badly, and the value 53 should not be used as an estimate of the real resistance.

The remaining assumptions affect the example in different ways. Isotropic elasticity gives the pressure around an edge dislocation as $p=\mu b(1+\nu)\sin\phi/[3\pi(1-\nu)\rho]$, where $\phi$ is measured from the slip plane. With shear modulus $\mu=35$ GPa, Poisson ratio $\nu=0.35$, Burgers vector $b=0.25$ nm and a vacancy relaxation volume of magnitude $0.25\,\Omega$, the largest interaction energy equals $k_BT$ at 0.32 nm. This is comparable with $a$, so $a$ must be read as an effective radius, uncertain by a factor of order one, and the jog term varies as $1/a$. Halving or doubling $a$ changes $W$ from 53 to about 103 or 28 without pipe diffusion, and from 10 to about 15.5 or 7.6 with it, if the core radius is changed along with the jog radius. The diffusion field settles quickly compared with the growth of the zone. Taking $x_e=10^{-4}$, so that $D=2\times10^{-9}\ \mathrm{m^2/s}$, the excess vacancies in a cell divided by the capture rate give a settling time of about $R^2W/(2D)=4.2$ ms, against $w^2/\Delta D=1000$ s for the growth of the zone. Each jog captures $\lambda J=2.1\times10^6$ vacancies per second. For a jog of height $b$ each capture moves it by $\Omega/b^2=0.19$ nm, so its speed is $u=400\ \mathrm{\mu m/s}$, and $u\lambda/D=0.005$ shows that this motion hardly disturbs the diffusion field. Neighbouring jogs of opposite sign, however, would meet after $\lambda/(2u)\simeq30\ \mathrm{\mu s}$, far less than the settling time, so a fixed spacing requires jogs of one sign or their rapid renewal.

The climb of the line itself is a more serious matter. Removing a volume $J\Omega=g/N$ per unit length and time from a half-plane 0.25 nm thick moves the line at $10^{-3}/(10^{12}\times0.25\times10^{-9})\ \mathrm{m/s}=4\ \mathrm{\mu m/s}$. It would cross the $10\ \mathrm{\mu m}$ zone in 2.5 s. A constant $N$ over 1000 s thus requires dislocations and jogs to be renewed continually, which the model assumes and does not explain. Since $\mathcal S$ varies as $1/N$ apart from the slow change of the logarithm, a tenfold change in density moves the supersaturation by slightly more than a factor of ten, because $R$ shrinks as $N$ grows: 10.2 with jogs only, and 11 to 12 with pipe diffusion or for the fully absorbing line. Grain boundaries and free surfaces, also left out, would act as further sinks and lower it. Finally, $c_e$ was taken at its stress-free value. The internal stress between dislocations, up to about $\mu b\sqrt N\simeq9$ MPa here, shifts it by up to $0.6\%$. This is small against $4.2\%$ but comparable with the supersaturations found with pipe diffusion or for the fully absorbing line.

\section*{Numbers as computed}
\begin{verbatim}
Row of sources, direct sum: 2.749899, Fourier: 2.749899
Constant left at a jog, from series: -0.23192
Same constant, 2(gamma - ln 2): -0.23186
Capture radius / jog spacing: 1.1229
Change of W on halving the mesh, ratio: 3.820
W for R = 2 spacings: spacing/a, solved, formula, ln(R/a)+spacing/2a
     10    5.5771    5.5772    7.9957
     30   15.5771   15.5772   19.0943
    100   50.5770   50.5772   55.2983
Spacing 3a, solved W minus formula: -0.01142
Spacing 3a, quadrupole correction: -0.01189
R = spacing/2, solved W minus formula: -0.01084
R = spacing/2, predicted correction: -0.01079
Shift of W for uniform generation: -0.5000
T: 1273 K, kT: 0.1097 eV
Jog radius: 0.25 nm, spacing: 25 nm
Dislocation density: 1e+12 1/m^2, R: 564.2 nm
Self-diffusion coefficient: 2e-13 m^2/s
Difference of diffusivities: 1e-13 m^2/s
Zone width: 10 um, generation: 1.0e-03 per site per s
Surface energy: 1.5 J/m^2, atomic volume: 0.0118 nm^3
Jog term spacing/(2a): 50.00
Logarithm with capture radius 1.123 spacing: 3.001
W, jogs only: 53.00
W, fully absorbing line: 7.72
Net increase of W: 45.28
Loose sum ln(R/a) + spacing/(2a): 57.72
Sink efficiency, line W / jog W: 0.146
Supersaturation, jogs only: 4.18 %
Supersaturation, line: 0.57 %
Critical void radius, jogs only: 49 nm
Critical void radius, line: 351 nm
Pipe: activation energy gain 0.7 eV, core/lattice ratio 591
W with this pipe conduction, solved: 9.95
Increase over line with pipe, solved: 2.23
Increase over line with pipe, line model: 2.36
W with core/lattice ratio 10, solved: 31.17
Supersaturation with pipe: 0.75 %
Critical void radius with pipe: 269 nm
Shear modulus: 35 GPa, Poisson: 0.35, relaxation/atomic volume: 0.25
Distance where elastic energy = kT: 0.32 nm
Equilibrium vacancy fraction: 1e-04, vacancy diffusivity: 2e-09 m^2/s
Captures per jog: 2.12e+06 1/s, jog speed: 530 um/s
Jog speed x spacing / vacancy diffusivity: 0.0066
Settling time: 4.2 ms, zone growth time: 1000 s
\end{verbatim}
